**Hydrogen's static second hyperpolarizability and the 2n+1 theorem**

The program obtains $\gamma=-24E_4=10665/8$ atomic units from $E_4=\langle1|z|2\rangle-E_2\langle1|1\rangle$, where $E_k$ is the energy coefficient of $F^k$, $F$ is the field and $|k\rangle$ is the $k$-th order wavefunction. It solves for the perturbed functions symbolically and asserts that they satisfy the equations of the full Hamiltonian. It asserts that the same $E_4$ follows from $\langle0|z|3\rangle$ and, within numerical tolerance, from finite-field energies in a basis of 22 functions. The output shows that a trial function with $\psi_1$ alone gives $-290.25$ instead of $1333.125$, and the program asserts that the error in its $F^4$ coefficient is $\langle2|H_0-E_0|2\rangle$. A four-level model with nonzero odd orders is used to assert that the energy error scales as $F^{2n+2}$ for $n=0,1,2$. At $F=0.005$ atomic units, the energy and dipole left over after the $\alpha$ and $\gamma$ terms are asserted to agree with $E_6F^6$ and $-6E_6F^5$ respectively, within two per cent of those terms, where $E_6$ is taken from the finite-field energies.

## Verification by program

```python
# Result under test: static second hyperpolarizability of hydrogen,
#   gamma = -24*E4 = 10665/8,  E4 = <1|z|2> - E2*<1|1>,
# for H = H0 + F*z and E(F) = E0 - alpha*F^2/2 - gamma*F^4/24 - ...
# Hartree atomic units, fixed nucleus, no relativity.
# psi_k = g_k * psi_0 is the k-th order wavefunction, psi_0 = exp(-r)/sqrt(pi);
# r is the radius, c = cos(theta), z = r*c, E_k the k-th order energy.
# <k|A|m> is a matrix element between psi_k and psi_m.
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants

mp.mp.dps = 80
r = sp.symbols("r", positive=True)
c, F, shift = sp.symbols("c F shift", real=True)
z = r * c


def average(g):
    """Exact ground-state average of a polynomial in r and c."""
    total = sp.Integer(0)
    for (i, j), coef in sp.Poly(sp.expand(g), r, c).terms():
        if j % 2 == 0:
            total += coef * sp.factorial(i + 2) / sp.Integer(2)**(i + 1) / (j + 1)
    return sp.expand(total)


def apply_h(g):
    """(H0 - E0) acting on g*exp(-r), divided by exp(-r)."""
    psi = g * sp.exp(-r)
    lap = (sp.diff(r**2 * sp.diff(psi, r), r)
           + sp.diff((1 - c**2) * sp.diff(psi, c), c)) / r**2
    return sp.expand(sp.expand(-lap / 2 - psi / r + psi / 2) * sp.exp(r))


def solve_order(source):
    """Polynomial g with (H0-E0) g psi0 = source psi0 and <g> = 0."""
    g = sp.Integer(0)
    for l in range(4):
        leg = sp.legendre(l, c)
        part = sp.integrate(sp.expand(source * leg), (c, -1, 1))
        part = sp.expand(part * sp.Rational(2 * l + 1, 2))
        if part == 0:
            continue
        poly = sp.Poly(part, r)
        a = sp.Integer(0)
        for n in range(poly.degree() + 1, 0, -1):
            factor = sp.Rational((n + 1) * (n + 2) - l * (l + 1), 2)
            a = (poly.coeff_monomial(r**(n - 1)) + factor * a) / n
            g += a * r**n * leg
    g = sp.expand(g)
    return sp.expand(g - average(g))


def to_mp(x):
    x = sp.Rational(x)
    return mp.mpf(int(x.p)) / int(x.q)


# Radial moments against direct quadrature of the definition
for k in range(2, 9):
    direct = mp.quad(lambda x: 4 * x**(k + 2) * mp.exp(-2 * x), [0, 5, 15, 40, 120])
    assert abs(direct / to_mp(average(r**k)) - 1) < mp.mpf(10)**(-15)

# Perturbed wavefunctions, checked with the full Hamiltonian
g1 = solve_order(-z)
E2 = average(z * g1)
source2 = -z * g1 + E2
g2 = solve_order(source2)
source3 = -z * g2 + E2 * g1
g3 = solve_order(source3)
for g, source in ((g1, -z), (g2, source2), (g3, source3)):
    assert sp.expand(apply_h(g) - source) == 0
    assert average(g) == 0

# Fourth-order energy from psi1 and psi2 only
S11 = average(g1**2)
S22 = average(g2**2)
W12 = average(g1 * z * g2)
E4 = W12 - E2 * S11
gamma = -24 * E4
alpha = -2 * E2
assert gamma == sp.Rational(10665, 8)
assert average(z * g3) == E4            # road that needs psi3
g2s = g2 + shift                        # arbitrary admixture of psi0 in psi2
E4s = average(g1 * z * g2s) - E2 * (S11 + average(g2s))
assert sp.expand(E4s - E4) == 0

g2_mono = sp.expand(sp.integrate(g2, (c, -1, 1)) / 2)
g2_quad = sp.expand(g2 - g2_mono)
f2 = sp.expand(g2_quad.subs(c, 1))
assert sp.expand(g2_quad - f2 * sp.legendre(2, c)) == 0
W_mono = average(g1 * z * g2_mono)
W_quad = average(g1 * z * g2_quad)


def quotient_coefficients(phi):
    """Power-series coefficients in F of the Rayleigh quotient minus E0."""
    top = average(phi * (apply_h(phi) + F * z * phi))
    bottom = average(phi**2)
    ser = sp.expand(sp.series(top / bottom, F, 0, 7).removeO())
    return [ser.coeff(F, k) for k in range(7)]


R1 = quotient_coefficients(1 + F * g1)
R2 = quotient_coefficients(1 + F * g1 + F**2 * g2)
h22 = average(g2 * apply_h(g2))
h33 = average(g3 * apply_h(g3))

# Finite-field eigenvalue problem in the basis r^n exp(-r) P_l(c)
basis = [(l, n) for l in range(4) for n in range(l, 7)]
size = len(basis)
S, H, V = mp.zeros(size), mp.zeros(size), mp.zeros(size)


def moment(k):
    return mp.factorial(k + 2) / mp.mpf(2)**(k + 1)


for i, (l, n) in enumerate(basis):
    for j, (q, m) in enumerate(basis):
        if l == q:
            S[i, j] = moment(n + m) / (2 * l + 1)
            kinetic = ((n * m + l * (l + 1)) * moment(n + m - 2)
                       - (n + m) * moment(n + m - 1) + moment(n + m)) / 2
            H[i, j] = (kinetic - moment(n + m - 1)) / (2 * l + 1)
        elif abs(l - q) == 1:
            low = min(l, q)
            angle = mp.mpf(low + 1) / ((2 * low + 1) * (2 * low + 3))
            V[i, j] = angle * moment(n + m + 1)


def ground_state(field):
    """Energy and induced dipole -<z> by inverse iteration."""
    ham = H + field * V
    shifted = ham - mp.mpf("-0.500001") * S
    v = mp.zeros(size, 1)
    v[0] = mp.mpf(1)
    for _ in range(9):
        v = mp.lu_solve(shifted, S * v)
        v = v / mp.norm(v)
    norm = (v.T * S * v)[0]
    return (v.T * ham * v)[0] / norm, -(v.T * V * v)[0] / norm


step = mp.mpf(10)**(-7)
energy = {k: ground_state(k * step)[0] for k in range(-3, 4)}


def field_coefficient(order):
    """Central difference for the coefficient of F^order."""
    total = sum((-1)**k * mp.binomial(order, k) * energy[order // 2 - k]
                for k in range(order + 1))
    return total / step**order / mp.factorial(order)


E2_ff, E4_ff, E6_ff = [field_coefficient(k) for k in (2, 4, 6)]
assert abs(energy[0] + mp.mpf(1) / 2) < mp.mpf(10)**(-50)
assert abs(energy[1] - energy[-1]) < mp.mpf(10)**(-50)
assert abs(E2_ff - to_mp(E2)) < 1e-8     # truncation error of order step^2
assert abs(E4_ff - to_mp(E4)) < 1e-7
assert R1[2] == E2 and R1[3] == 0
assert abs(to_mp(R1[4]) - E4_ff - to_mp(h22)) < 1e-7 and h22 > 0
assert R2[2] == E2 and R2[3] == 0 and R2[5] == 0
assert abs(to_mp(R2[4]) - E4_ff) < 1e-7
assert abs(to_mp(R2[6]) - E6_ff - to_mp(h33)) < 1e-4 and h33 > 0

# Four-level model with nonzero odd orders: error powers of the quotient
levels = [0, 1, 2, 4]
coupling = mp.matrix([[1, 1, 2, 1], [1, -1, 1, 2], [2, 1, 2, -1], [1, 2, -1, 1]])
vectors = [mp.matrix([1, 0, 0, 0])]
orders = [mp.mpf(0)]
for k in range(1, 6):
    pushed = coupling * vectors[k - 1]
    orders.append(pushed[0])
    new = mp.zeros(4, 1)
    for i in range(1, 4):
        known = sum(orders[j] * vectors[k - j][i] for j in range(1, k + 1))
        new[i] = (known - pushed[i]) / levels[i]
    vectors.append(new)
assert abs(orders[3]) > 0.01 and abs(orders[5]) > 0.01


def model_error(n, field):
    ham = mp.diag(levels) + field * coupling
    trial = mp.zeros(4, 1)
    for k in range(n + 1):
        trial += field**k * vectors[k]
    value = (trial.T * ham * trial)[0] / (trial.T * trial)[0]
    return value - min(mp.eigsy(ham, eigvals_only=True))


small = mp.mpf(10)**(-5)
powers = []
for n in range(3):
    ratio = model_error(n, small) / model_error(n, small / 2)
    powers.append(mp.log(ratio, 2))
    assert abs(powers[n] - (2 * n + 2)) < 0.01

# Worked example at a finite field
field = mp.mpf("0.005")
E_field, dipole = ground_state(field)
quadratic = -to_mp(alpha) * field**2 / 2
quartic = -to_mp(gamma) * field**4 / 24
rest = E_field - energy[0] - quadratic - quartic
linear_dipole = to_mp(alpha) * field
cubic_dipole = to_mp(gamma) * field**3 / 6
dipole_rest = dipole - linear_dipole - cubic_dipole
# The next order in F^2 contributes below two per cent of these remainders
assert abs(rest / (E6_ff * field**6) - 1) < 0.02
assert abs(dipole_rest / (-6 * E6_ff * field**5) - 1) < 0.02

au_field = physical_constants["atomic unit of electric field"][0]
au_gamma = physical_constants["atomic unit of 2nd hyperpolarizability"][0]


def show(label, x):
    print(f"{label} = {x} = {float(x):.6f} a.u.")


print("Atomic units (a.u.) unless another unit is printed")
print("moments <r^k>, k=2..8:", [str(average(r**k)) for k in range(2, 9)])
print("g1 =", g1)
print("g2, l=0 part =", g2_mono)
print("g2, factor of P2 =", f2)
show("E2", E2)
show("alpha", alpha)
show("<1|1>", S11)
show("<2|2>", S22)
show("<1|z|2>, l=0 part", W_mono)
show("<1|z|2>, l=2 part", W_quad)
show("<1|z|2>", W12)
show("-E2<1|1>", -E2 * S11)
show("E4 from psi1 and psi2", E4)
show("E4 from <0|z|3>", average(z * g3))
show("gamma", gamma)
show("gamma, l=0 part", -24 * W_mono)
show("gamma, l=2 part", -24 * W_quad)
show("gamma, normalization part", 24 * E2 * S11)
print(f"gamma in SI = {float(gamma) * au_gamma:.5e} C^4 m^4 J^-3")
print(f"finite-field basis size = {size} functions")
print(f"finite-field step = {float(step):.1e} a.u.")
print(f"finite-field E2 = {float(E2_ff):.8f} a.u.")
print(f"finite-field E4 = {float(E4_ff):.8f} a.u.")
print(f"finite-field gamma = {float(-24 * E4_ff):.6f} a.u.")
print(f"finite-field E6 = {float(E6_ff):.4f} a.u.")
show("F^4 coefficient, trial with psi1 only", R1[4])
show("gamma from that trial (wrong)", -24 * R1[4])
show("its error <2|H0-E0|2>", h22)
show("F^4 coefficient, trial with psi1, psi2", R2[4])
show("F^5 coefficient, same trial", R2[5])
print(f"F^6 coefficient, same trial = {float(R2[6]):.4f} a.u.")
print(f"its error <3|H0-E0|3> = {float(h33):.4f} a.u.")
print("four-level model, levels (a.u.):", levels)
for i in range(4):
    print(f"  coupling row {i + 1} (a.u.):", [int(coupling[i, j]) for j in range(4)])
print(f"four-level model E3 = {float(orders[3]):.6f} a.u.")
print(f"four-level model E5 = {float(orders[5]):.6f} a.u.")
print("error powers for n=0,1,2:", [f"{float(p):.4f}" for p in powers])
print(f"example field = {float(field):.3f} a.u. = {float(field) * au_field:.4e} V/m")
print(f"energy shift, finite field = {float(E_field - energy[0]):.10e} a.u.")
print(f"quadratic shift = {float(quadratic):.6e} a.u.")
print(f"quartic shift = {float(quartic):.6e} a.u.")
print(f"energy remainder = {float(rest):.2e} a.u.")
print(f"E6*F^6 = {float(E6_ff * field**6):.2e} a.u.")
print(f"dipole, finite field = {float(dipole):.8e} a.u.")
print(f"linear dipole = {float(linear_dipole):.6e} a.u.")
print(f"cubic dipole = {float(cubic_dipole):.6e} a.u.")
print(f"dipole remainder = {float(dipole_rest):.2e} a.u.")
print("PASS")
```

Running it gives:

```
Atomic units (a.u.) unless another unit is printed
moments <r^k>, k=2..8: ['3', '15/2', '45/2', '315/4', '315', '2835/2', '14175/2']
g1 = -c*r**2/2 - c*r
g2, l=0 part = r**4/24 + r**3/4 + 3*r**2/4 - 81/16
g2, factor of P2 = r**4/12 + 5*r**3/12 + 5*r**2/8
E2 = -9/4 = -2.250000 a.u.
alpha = 9/2 = 4.500000 a.u.
<1|1> = 43/8 = 5.375000 a.u.
<2|2> = 39619/256 = 154.761719 a.u.
<1|z|2>, l=0 part = -2431/64 = -37.984375 a.u.
<1|z|2>, l=2 part = -949/32 = -29.656250 a.u.
<1|z|2> = -4329/64 = -67.640625 a.u.
-E2<1|1> = 387/32 = 12.093750 a.u.
E4 from psi1 and psi2 = -3555/64 = -55.546875 a.u.
E4 from <0|z|3> = -3555/64 = -55.546875 a.u.
gamma = 10665/8 = 1333.125000 a.u.
gamma, l=0 part = 7293/8 = 911.625000 a.u.
gamma, l=2 part = 2847/4 = 711.750000 a.u.
gamma, normalization part = -1161/4 = -290.250000 a.u.
gamma in SI = 8.31254e-62 C^4 m^4 J^-3
finite-field basis size = 22 functions
finite-field step = 1.0e-07 a.u.
finite-field E2 = -2.25000000 a.u.
finite-field E4 = -55.54687500 a.u.
finite-field gamma = 1333.125000 a.u.
finite-field E6 = -4907.7715 a.u.
F^4 coefficient, trial with psi1 only = 387/32 = 12.093750 a.u.
gamma from that trial (wrong) = -1161/4 = -290.250000 a.u.
its error <2|H0-E0|2> = 4329/64 = 67.640625 a.u.
F^4 coefficient, trial with psi1, psi2 = -3555/64 = -55.546875 a.u.
F^5 coefficient, same trial = 0 = 0.000000 a.u.
F^6 coefficient, same trial = 646.7783 a.u.
its error <3|H0-E0|3> = 5554.5498 a.u.
four-level model, levels (a.u.): [0, 1, 2, 4]
  coupling row 1 (a.u.): [1, 1, 2, 1]
  coupling row 2 (a.u.): [1, -1, 1, 2]
  coupling row 3 (a.u.): [2, 1, 2, -1]
  coupling row 4 (a.u.): [1, 2, -1, 1]
four-level model E3 = 1.500000 a.u.
four-level model E5 = -7.484375 a.u.
error powers for n=0,1,2: ['2.0000', '4.0000', '6.0000']
example field = 0.005 a.u. = 2.5711e+09 V/m
energy shift, finite field = -5.6284793784e-05 a.u.
quadratic shift = -5.625000e-05 a.u.
quartic shift = -3.471680e-08 a.u.
energy remainder = -7.70e-11 a.u.
E6*F^6 = -7.67e-11 a.u.
dipole, finite field = 2.25278659e-02 a.u.
linear dipole = 2.250000e-02 a.u.
cubic dipole = 2.777344e-05 a.u.
dipole remainder = 9.25e-08 a.u.
PASS
```
